# Allen–Feldman diffusivities from the Kubo formula for a harmonic disordered solid

## A number that depends on the order of limits

A model solid with random springs has vibrational modes between 2.3 and 2.5 in units of a natural frequency $\omega_0$. Their mean heat diffusivity is computed by giving each resonance a small width $\eta$. For $\eta/\omega_0=0.04$, $0.02$ and $0.01$ the result is $0.269$, $0.275$ and $0.274$ in units of $a^2\omega_0$, where $a$ is the site spacing. For $\eta/\omega_0=10^{-6}$ it is $0.004$. The modes and the current operator are the same in all four cases.

Two things need explaining: why a harmonic solid, whose modes never exchange energy, has a finite diffusivity at all, and why that diffusivity disappears when the resonance is made too sharp. Both answers follow from the matrix elements of the heat current between modes of nearly equal frequency.

## Model and local energy

Atoms vibrate about fixed equilibrium positions. The index $l$ labels one displacement component of one atom, and $x_l$ is the equilibrium $x$ coordinate of that atom. Let $q_l$ be the displacement times the square root of the mass, and $\pi_l$ the conjugate momentum. Then

$$H=\tfrac12\sum_l\pi_l^2+\tfrac12\sum_{lm}q_lD_{lm}q_m ,\qquad \dot q_l=\pi_l,\qquad \dot\pi_l=-\sum_m D_{lm}q_m ,$$

with $D$ real and symmetric. Anharmonic forces are left out. Half of each coupling energy is assigned to each partner:

$$h_l=\tfrac12\pi_l^2+\tfrac12 q_l\sum_m D_{lm}q_m,\qquad \sum_l h_l=H .$$

Differentiate $h_l$. The kinetic term gives $-\pi_lD_{lm}q_m$, and the potential term gives $\tfrac12\pi_lD_{lm}q_m+\tfrac12q_lD_{lm}\pi_m$. For $m=l$ the symmetrized operator products cancel. For $m\ne l$ the operators commute, and

$$\dot h_l=\sum_{m\neq l}F_{lm},\qquad F_{lm}=\tfrac12D_{lm}\,(q_l\pi_m-\pi_lq_m).$$

Since $F_{ml}=-F_{lm}$, what $l$ gains from $m$ is what $m$ loses. With this division of the coupling energy, $F_{lm}$ is the power flowing from $m$ to $l$.

## The current

Power $F_{lm}$ carried over the distance $x_l-x_m$ contributes $(x_l-x_m)F_{lm}$ to the volume-integrated current. Counting each pair once means half the double sum:

$$J=\tfrac12\sum_{lm}(x_l-x_m)F_{lm}=\tfrac14\sum_{lm}A_{lm}(q_l\pi_m-\pi_lq_m),\qquad A_{lm}=(x_l-x_m)D_{lm}.$$

$A$ is antisymmetric. Exchanging the names $l$ and $m$ in the second term turns $-A_{lm}\pi_lq_m$ into $-A_{ml}\pi_mq_l=A_{lm}q_l\pi_m$, so the two terms are equal and

$$J=\tfrac12\sum_{lm}q_lA_{lm}\pi_m .$$

In an open cluster this is $\frac{d}{dt}\sum_lx_lh_l$. A numerical derivative of that moment for a random cluster gives $1.362950$, and so does the formula. In a periodic cell the moment is not defined, but the pair flows are, and $x_l-x_m$ is taken to the nearest image. Using the moving positions $x_l+u_l$, with $u_l$ the $x$ displacement of the atom, would add $\frac{d}{dt}\sum_lu_lh_l$ to the current. This is of third order in the vibration and is omitted.

## The current between modes

Let $e_i$ be the real orthonormal eigenvectors, $De_i=\omega_i^2e_i$, with uniform translation removed so that $\omega_i>0$. Write $q=\sum_ie_iQ_i$ and $\pi=\sum_ie_iP_i$ with

$$Q_i=\sqrt{\frac{\hbar}{2\omega_i}}\,(a_i+a_i^\dagger),\qquad P_i=-i\sqrt{\frac{\hbar\omega_i}{2}}\,(a_i-a_i^\dagger).$$

With $A_{ij}=e_i\cdot Ae_j$, also antisymmetric,

$$J=-\frac{i\hbar}{4}\sum_{ij}A_{ij}\sqrt{\frac{\omega_j}{\omega_i}}\left(a_ia_j-a_ia_j^\dagger+a_i^\dagger a_j-a_i^\dagger a_j^\dagger\right).$$

Collect the coefficient of $a_i^\dagger a_j$. The third term gives $A_{ij}\sqrt{\omega_j/\omega_i}$. In the second, $a_ia_j^\dagger=a_j^\dagger a_i$ because $A_{ii}=0$ leaves only $i\neq j$. Renaming indices gives $-A_{ji}\sqrt{\omega_i/\omega_j}=A_{ij}\sqrt{\omega_i/\omega_j}$. The sum is $A_{ij}(\omega_i+\omega_j)/\sqrt{\omega_i\omega_j}$. The number-conserving part is therefore

$$J_{\rm res}=\sum_{ij}J_{ij}a_i^\dagger a_j,\qquad J_{ij}=\frac{\hbar}{2}(\omega_i+\omega_j)v_{ij},\qquad v_{ij}=-\frac{i\,A_{ij}}{2\sqrt{\omega_i\omega_j}} .$$

The matrix $v_{ij}$ is Hermitian and has the dimension of a velocity. Its diagonal vanishes: a real mode is a standing wave and carries no mean current. Transport needs coherence between two modes.

In the pair terms $a_ia_j$ is symmetric in $i$ and $j$, so only the symmetric part of its coefficient survives:

$$J_{\rm pair}=-\frac{i\hbar}{8}\sum_{ij}A_{ij}\frac{\omega_j-\omega_i}{\sqrt{\omega_i\omega_j}}\,(a_ia_j-a_i^\dagger a_j^\dagger).$$

These terms oscillate at $\omega_i+\omega_j$ and vanish for equal frequencies.

## Thermal weights in the Kubo formula

Linear response to a small temperature gradient along $x$ is the starting point:

$$\kappa=\frac{1}{VT}\,\mathrm{Re}\int_0^\infty\!dt\,e^{-\eta t}\int_0^\beta\!d\lambda\,\langle J(-i\hbar\lambda)J(t)\rangle,\qquad \beta=\frac1{k_BT}.$$

The factor $e^{-\eta t}$ makes the time integral converge. The operator $a_i^\dagger a_j$ evolves as $e^{i(\omega_i-\omega_j)t}$, which at $t=-i\hbar\lambda$ becomes $e^{\lambda\hbar(\omega_i-\omega_j)}$. In a harmonic equilibrium state its nonzero partner in the second current is $a_j^\dagger a_i$, with

$$\langle a_i^\dagger a_j\,a_j^\dagger a_i\rangle=n_i(n_j+1),\qquad n_i=\frac1{e^{\beta\hbar\omega_i}-1},\quad i\ne j.$$

The $\lambda$ integral is elementary:

$$W_{ij}=n_i(n_j+1)\,\frac{e^{\beta\hbar(\omega_i-\omega_j)}-1}{\hbar(\omega_i-\omega_j)} .$$

From $n_i+1=n_ie^{\beta\hbar\omega_i}$ follows $n_i(n_j+1)e^{\beta\hbar(\omega_i-\omega_j)}=n_j(n_i+1)$. Subtracting $n_i(n_j+1)$ leaves $n_j-n_i$, so

$$W_{ij}=\frac{n_j-n_i}{\hbar(\omega_i-\omega_j)}>0 .$$

The same steps for a pair term give the factor $(1+n_i+n_j)/[\hbar(\omega_i+\omega_j)]$.

A two-mode case shows the sizes. Take $\hbar=k_B=1$, frequencies $1.0$ and $1.3$, $A_{12}=0.7$ and $T=0.5$. Then

$$|J_{12}|=\frac{0.7\times2.3}{4\sqrt{1.3}}=0.3530,\qquad n_1=0.1565,\quad n_2=0.0802,\quad W_{12}=\frac{0.0763}{0.3}=0.2543 .$$

Both orders of the indices contribute, so the resonant weight is $2\times0.3530^2\times0.2543=0.0634$. A direct sum over the number states of the two oscillators gives $0.06338$. The pair weight is $0.00228$ by both routes.

## From resonance to diffusivity

The time integral of a resonant term is

$$\mathrm{Re}\int_0^\infty dt\,e^{-\eta t+i(\omega_j-\omega_i)t}=\frac{\eta}{(\omega_i-\omega_j)^2+\eta^2}\equiv\pi\,\delta_\eta(\omega_i-\omega_j),$$

a Lorentzian of half width $\eta$ and area $\pi$. Hence

$$\kappa_{\rm res}=\frac{\pi}{VT}\sum_{i\neq j}|J_{ij}|^2\,\frac{n_j-n_i}{\hbar(\omega_i-\omega_j)}\,\delta_\eta(\omega_i-\omega_j).$$

Now let the cell grow, so that the levels become dense, and afterwards let $\eta\to0$. Only pairs with $\omega_j\to\omega_i$ remain. For them $|J_{ij}|^2\to\hbar^2\omega_i^2|v_{ij}|^2$ and $W_{ij}\to-\hbar^{-1}\,\partial n/\partial\omega$. The pair terms contain $\eta/[(\omega_i+\omega_j)^2+\eta^2]$, which tends to zero at nonzero frequencies. This gives

$$\kappa=\frac{\pi}{V}\sum_{i\ne j}\left(-\frac{\hbar\omega_i^2}{T}\frac{\partial n}{\partial\omega}\bigg|_{\omega_i}\right)|v_{ij}|^2\,\delta(\omega_i-\omega_j).$$

The bracket is the heat capacity of mode $i$. Indeed $n$ depends on $\omega/T$ alone, so $\partial n/\partial T=-(\omega/T)\,\partial n/\partial\omega$ and $C_i=\hbar\omega_i\,\partial n_i/\partial T$ equals the bracket. Therefore

$$\boxed{\;\kappa=\frac1V\sum_iC_iD_i,\qquad D_i=\pi\sum_{j\ne i}|v_{ij}|^2\,\delta(\omega_i-\omega_j)=\frac{\pi}{\hbar^2\omega_i^2}\sum_{j\ne i}|J_{ij}|^2\,\delta(\omega_i-\omega_j)\;}$$

This is the $xx$ component. In an isotropic solid one may average it over three directions. The diffusivity has no temperature in it; within the harmonic model all temperature dependence of $\kappa$ sits in $C_i$.

The thermal bookkeeping can be checked without normal modes. In the classical limit the correlation integral of a quadratic current follows from a linear matrix equation in phase space. For a small lattice with added on-site springs, which remove the translation, this equation gives $0.366731\,k_B\omega_0/a$. The broadened mode sum, pair terms included, gives the same six digits.

## What the width means

In a finite cell without exact degeneracies, every gap $\omega_i-\omega_j$ is nonzero. Each Lorentzian $\eta/[(\omega_i-\omega_j)^2+\eta^2]$ then tends to zero with $\eta$, and so does $\kappa$. Physically, a finite set of beats averages to zero over an infinite time. A finite diffusivity appears when the observation time $1/\eta$ is too short to resolve single levels. The usable range is

$$\text{level spacing}\ \ll\ \eta\ \ll\ \text{scale on which the mean of }|v_{ij}|^2\text{ varies}.$$

In the example the mean spacing near $2.4\,\omega_0$ is $0.00113\,\omega_0$, so $\eta=0.02\,\omega_0$ covers about 18 spacings. Halving or doubling it changes $D$ by at most about 2 percent. At $\eta=10^{-6}\,\omega_0$, about a thousandth of a spacing, $D$ has fallen to 1.4 percent of the plateau. What remains is the tail $\eta/(\omega_i-\omega_j)^2$ of each Lorentzian, so it is set by the closest pairs and varies strongly between samples: the two give $0.0006$ and $0.007$, the larger mostly from one unusually close pair, while a typical mode has about $0.0003$.

## A second case: the perfect crystal

Take a periodic crystal with one displacement per cell and a plane wave $e^{ikx}$ along $x$. Its frequency obeys $\omega^2(k)=\sum_mD_{lm}e^{ik(x_m-x_l)}$, hence

$$\frac{d\omega^2}{dk}=\sum_m i(x_m-x_l)D_{lm}e^{ik(x_m-x_l)} .$$

Multiplying by $i$ turns $i(x_m-x_l)$ into $x_l-x_m$, so that $A\,e^{ikx}=i\,(d\omega^2/dk)\,e^{ikx}=2i\omega v_g\,e^{ikx}$, with $v_g=d\omega/dk$. The imaginary part of this equation is $A\sin kx=2\omega v_g\cos kx$. For the normalized real modes $e_1\propto\cos kx$ and $e_2\propto\sin kx$ this means

$$A_{12}=2\omega v_g,\qquad |v_{12}|=\frac{|A_{12}|}{2\omega}=|v_g| .$$

The two modes are degenerate at any cell size, and their Lorentzian is $1/\eta$. Thus $D=v_g^2/\eta$, which diverges as $\eta\to0$: heat travels ballistically. If $1/\eta$ is read as a relaxation time $\tau$ of the current, the result is the kinetic expression $D=v_g^2\tau$ for one direction. Disorder changes this by spreading the velocity matrix element of one pair over many partners at different frequencies. The sum over partners then has a limit independent of $\eta$, provided the spread is wide compared with $\eta$ and $\eta$ itself covers many levels.

## Does $D$ describe diffusion?

A diffusivity should govern the decay of a density wave. Consider a scalar model and the overlaps

$$M_{ij}=\sum_le_i(l)\,e^{ikx_l}e_j(l),\qquad F(t)=\Big\langle\sum_j|M_{ij}|^2\cos(\omega_i-\omega_j)t\Big\rangle_i ,$$

averaged over modes $i$ in a narrow window. To see why $F$ measures spreading, start a narrow-band vibration at site $l_0$. Its complex amplitude at $l$ is $G_{ll_0}(t)=\sum_je_j(l)e_j(l_0)e^{-i\omega_jt}$, and its energy density is proportional to $|G_{ll_0}|^2$ because all frequencies are nearly equal. Multiplying by $e^{ik(x_l-x_{l_0})}$ and summing over both sites gives $\sum_{ij}|M_{ij}|^2\cos(\omega_i-\omega_j)t$. In $F$ the index $j$ runs over all modes; distant ones add a part that dephases quickly.

The link to the current comes from the commutator of $e^{ikx}$ with $D$:

$$(\omega_j^2-\omega_i^2)M_{ij}=\sum_{lm}e_i(l)\left(e^{ikx_l}-e^{ikx_m}\right)D_{lm}\,e_j(m).$$

For $k$ small compared with the inverse range of the forces, the bracket is $ik(x_l-x_m)$ times a slowly varying phase. The right side is then $ik$ times a current matrix element at wave number $k$, written $A_{ij}^{(k)}$. Near resonance $\omega_j^2-\omega_i^2\approx2\omega_i(\omega_j-\omega_i)$, so

$$(\omega_i-\omega_j)^2|M_{ij}|^2\approx k^2|v_{ij}^{(k)}|^2,\qquad |v_{ij}^{(k)}|=\frac{|A_{ij}^{(k)}|}{2\omega_i}.$$

Suppose the density wave decays diffusively, $F=e^{-\Gamma t}$ with $\Gamma=D_{\rm dif}k^2$. The spectrum of $F$ is

$$\Big\langle\sum_j|M_{ij}|^2\,\delta(\Omega-\omega_i+\omega_j)\Big\rangle_i=\frac1\pi\,\frac{\Gamma}{\Omega^2+\Gamma^2}.$$

Multiply by $\pi\Omega^2/k^2$ and let $k\to0$ before $\Omega\to0$. The right side tends to $D_{\rm dif}$, and the left side to the window mean of $\pi\sum_j|v_{ij}|^2\delta(\omega_i-\omega_j)=D_i$, if the current matrix elements have a smooth limit at small $k$. The diffusivity $D_{\rm dif}$ read from the decay and the Kubo expression are then the same quantity.

## The worked example

The solid is a periodic cubic lattice of $16\times10\times10$ sites with one displacement per site. Springs between nearest neighbours are drawn uniformly between $0.2$ and $1.8$ times their mean $K$. Two samples are averaged. The chosen parameters are $a=0.25$ nm, mass 30 u and $K=50$ N/m, which give $\omega_0=\sqrt{K/m}=3.17\times10^{13}$ rad/s. No particular material is meant.

**Density decay.** The longest wave in the cell has $k=2\pi/(16a)=0.3927/a$. Between $t=10/\omega_0$ and $30/\omega_0$ the signal of the 2.3–2.5 window falls from $0.6789$ to $0.2819$. Hence

$$D=\frac{\ln(0.6789/0.2819)}{20\times0.3927^2}\,a^2\omega_0=0.285\,a^2\omega_0 ,$$

against $0.275\,a^2\omega_0$ from the current matrix elements, a difference of 4 percent relative to the latter. In the 2.8–3.0 window the two values are $0.203$ and $0.196$. The test required agreement within 20 percent, since $k$, $\eta$ and the number of modes are all finite. The decay is not a pure exponential: in the first window the local rate gives about $0.30$ for $t$ between $5$ and $10/\omega_0$ and about $0.26$ between $45$ and $60/\omega_0$. The 4 percent belongs to the times chosen, and the agreement is better read as one of order 10 percent. With $a^2\omega_0=1.98\times10^{-6}$ m²/s, the first window has $D=0.275\times1.98\times10^{-6}=5.4\times10^{-7}$ m²/s.

**Conductivity.** Averaged over frequency bands, $D$ falls from $9.7\,a^2\omega_0$ below $1.0\,\omega_0$ to $0.60$ at 1.5–2.0 and $0.17$ at 3.0–3.5. The sum $\sum_iC_iD_i/V$ gives $0.57$, $1.11$ and $1.25$ W/(m K) at 100, 300 and 1000 K. The rise comes from the heat capacities, because the $D_i$ are the same at all three temperatures. It flattens as $C_i$ approaches $k_B$: $\hbar\omega_0/k_B$ is 242 K, and the highest mode lies at $3.7\,\omega_0$, or about 900 K.

The broadened Kubo sum, which keeps unequal frequencies and pair terms, differs from $\sum_iC_iD_i/V$ by less than 0.1 percent at each temperature. The pair part is below $10^{-4}$ of the resonant part. Both sums use the same $\eta$, the same cell and the same $|J_{ij}|^2$, since $D_i$ is computed from the last form in the box. This agreement therefore tests the near-degenerate replacement of the thermal weights, not the convergence with size.

## Where the result needs care

The 36 modes per cell below $\omega_0$ are about 2 percent of all modes, yet they carry 33 percent of $\kappa$ at 300 K. The roughly 105 modes per cell between $1.0$ and $1.5\,\omega_0$ carry about as much. The plateau in $\eta$ found near $2.4\,\omega_0$ does not extend to these two bands: between $1.0$ and $1.5\,\omega_0$ the mean $D$ is $4.0$, $3.4$ and $2.5\,a^2\omega_0$ for $\eta/\omega_0=0.01$, $0.02$ and $0.04$. At low frequency the levels are sparse, and nearly degenerate standing waves can contribute as in the crystal, with a value set by $\eta$. The quoted conductivities therefore belong to this cell and this width; at 300 K, halving $\eta$ raises $\kappa$ from $1.11$ to $1.33$ W/(m K) and doubling it lowers $\kappa$ to $0.85$ W/(m K). They are not converged values for an infinite solid.

Longer waves, absent from the cell, raise a question of principle. In three dimensions the density of sound modes grows as $\omega^2$, and $C\to k_B$ at low frequency. If $D\propto\omega^{-p}$, their contribution is

$$\kappa_{\rm low}\propto\int_0 d\omega\,\omega^{2-p},$$

which diverges for $p\ge3$. A scattering rate proportional to $\omega^4$, as for Rayleigh scattering of sound, gives $p=4$. A purely harmonic infinite solid of that kind has no finite conductivity at any nonzero temperature, and another damping process must limit its long waves. The boxed sum, known as the Allen–Feldman formula, is then a description of those modes above the sound-like range for which disorder mixes many partners within a width $\eta$ and $D_i$ no longer depends on that width. Localized modes, which strong disorder can produce near the upper band edge, do not meet this condition: they do not spread, and their diffusivity vanishes in the limit used for the box.

## Values computed for the example and the checks

```
cluster current, energy moment: 1.362950 (model units)
cluster current, formula: 1.362950 (model units)
two modes: w = 1.0, 1.3; A12 = 0.7; T = 0.5 (hbar = kB = 1)
resonant weight: Fock 0.06337759, formula 0.06337759 (model units)
pair weight: Fock 0.00228013, formula 0.00228013 (model units)
classical kappa, Lyapunov: 0.366731 kB w0/a
classical kappa, mode sum: 0.366731 kB w0/a
lattice (16, 10, 10), samples 2, springs 0.2 to 1.8 K
spacing a: 0.25 nm
mass: 30 u
mean spring K: 50 N/m
w0 = sqrt(K/m): 3.1681e+13 rad/s
hbar w0/kB: 241.99 K
unit of diffusivity a^2 w0: 1.9801e-06 m^2/s
unit of conductivity kB w0/a: 1.7496 W/(m K)
lowest, highest frequency: 0.370, 3.726 w0
broadening eta: 0.020 w0
mean level spacing, 2.3-2.5 w0: 0.001130 w0
D, 0.3-1.0 w0: 9.6844 a^2 w0, modes 72
D, 1.0-1.5 w0: 3.3902 a^2 w0, modes 211
D, 1.5-2.0 w0: 0.5960 a^2 w0, modes 626
D, 2.0-2.5 w0: 0.2984 a^2 w0, modes 870
D, 2.5-3.0 w0: 0.2140 a^2 w0, modes 857
D, 3.0-3.5 w0: 0.1674 a^2 w0, modes 498
D, 2.3-2.5 w0, eta 1e-06 w0: 0.003930 a^2 w0
D, 2.3-2.5 w0, eta 1e-02 w0: 0.273683 a^2 w0
D, 2.3-2.5 w0, eta 2e-02 w0: 0.274826 a^2 w0
D, 2.3-2.5 w0, eta 4e-02 w0: 0.269375 a^2 w0
density wave number k: 0.3927 1/a
density sampling times: 10, 30 1/w0
density signal, 2.3-2.5 w0: 0.6789, 0.2819
  D from decay 0.2850, from currents 0.2748 a^2 w0
density signal, 2.8-3.0 w0: 0.7559, 0.4045
  D from decay 0.2028, from currents 0.1961 a^2 w0
D from currents, 2.3-2.5 w0: 5.442e-07 m^2/s
kappa at 100 K: sum C D/V 0.5714, full Kubo 0.5710 W/(m K)
  pair part / resonant part: 2.87e-05
kappa at 300 K: sum C D/V 1.1081, full Kubo 1.1076 W/(m K)
  pair part / resonant part: 8.78e-06
kappa at 1000 K: sum C D/V 1.2502, full Kubo 1.2497 W/(m K)
  pair part / resonant part: 6.94e-06
share of kappa below 1 w0 at 300 K: 33.4 percent
```
